# On-shell singularity and renormalisation of the two-body Coulomb T matrix, part 2

In the potential $V=\alpha/r$ an electron is never free, and the two-body T matrix has no limit when its momenta reach the energy shell $p=p'=k$. Its singular form is known from the earlier sections; here it is connected with the physical scattering amplitude.

Hartree atomic units are used; $\alpha<0$ is attraction. $H=H_0+V$, $H_0=p^2/2\mu$, $z=k^2/2\mu$ with physical limit $k+i0$, $\eta=\mu\alpha/k$, $\gamma=i\eta$. $G=(z-H)^{-1}$, $G_0=(z-H_0)^{-1}$, $T=V+VGV$. Plane waves are $\langle\mathbf r|\mathbf p\rangle=(2\pi)^{-3/2}e^{i\mathbf p\cdot\mathbf r}$. With $q=|\mathbf p'-\mathbf p|\neq0$, $V$ also denotes $V(\mathbf p',\mathbf p)=\alpha/(2\pi^2q^2)$. Amplitudes are converted by $f=-4\pi^2\mu T$; $\theta$ is the scattering angle. For $\operatorname{Re}\Lambda>0$,

$$\int d^3r\,\frac{e^{-\Lambda r+i\mathbf Q\cdot\mathbf r}}{r}=\frac{4\pi}{Q^2+\Lambda^2}.\tag{1}$$

The exact solution, for $\operatorname{Re}\gamma>-1$, is

$$\frac{T}{V}=1-\gamma\int_0^1\frac{\rho^\gamma\,d\rho}{\rho+\delta(1-\rho)^2}.\tag{6}$$

$$\delta=\frac{(p^2-k^2)(p'^2-k^2)}{-4k^2q^2}.\tag{7}$$

With $L(p)=\ln(p^2-k^2-i0)$, equal to $\ln|p^2-k^2|$ for $p>k$ and $\ln|p^2-k^2|-i\pi$ for $p<k$,

$$\ln\delta=L(p)+L(p')+i\pi-\ln(4k^2q^2),\tag{8}$$

so $\arg\delta=\pi,\,0,\,-\pi$ when none, one or both of $p,p'$ lie below $k$: above, mixed, below.

With $s=\sqrt{1-4\delta}$, $y=(1-s)/(1+s)$ and $|\operatorname{Re}\gamma|<1$,

$$\frac TV=1+\frac{1+y}{1-y}\Big[\frac{\pi\gamma}{\sin\pi\gamma}\,y^\gamma-1+2\gamma^2\sum_{n\ge1}\frac{(-y)^n}{n^2-\gamma^2}\Big].\tag{10}$$

The integrand of (6) has poles at $\rho=-y$ and $\rho=-1/y$. At real $k$, with $C=\pi\eta/\sinh\pi\eta$,

$$\frac TV=C\,\delta^{i\eta}\,[\,1+2(1+i\eta)\delta\,]-\frac{2\delta}{1+\eta^2}+O(\delta^2).\tag{11}$$

$$|T/V|\to Ce^{-\pi\eta}\ \text{(above)},\qquad C\ \text{(mixed)},\qquad Ce^{\pi\eta}\ \text{(below)}.\tag{12}$$

The second Born term $T_2$ obeys $T_2/V\to i\eta\ln\delta$ near the shell. For the screened potential $\alpha e^{-mr}/r$, with $V_m=\alpha/[2\pi^2(q^2+m^2)]$, it has the on-shell limit $T_2/V_m\simeq-i\eta\ln(q^2/m^2)$ for $m\ll q,k$.

The worked example uses $\alpha=-1$, $\mu=1$, $k=1\ \text{bohr}^{-1}$, $\theta=90^\circ$.

## 7. The physical state and amplitude

Try $\psi=e^{ikz_\parallel}F(\zeta)$, with $z_\parallel$ the coordinate along $\mathbf k$ and $\zeta=r-z_\parallel$. One has $|\nabla\zeta|^2=2\zeta/r$, $\nabla^2\zeta=2/r$ and $\hat{\mathbf k}\cdot\nabla\zeta=-\zeta/r$. The equation $\nabla^2\psi+k^2\psi-(2\mu\alpha/r)\psi=0$, multiplied by $r/2$, becomes $\zeta F''+(1-ik\zeta)F'-\eta kF=0$. With $x=ik\zeta$ and division by $ik$ this is Kummer's equation $xF_{xx}+(1-x)F_x-aF=0$ with $a=-i\eta$, and the regular solution is ${}_1F_1(a;1;x)=\sum_n(a)_nx^n/(n!)^2$.

For large $x=ik\zeta$ use ${}_1F_1(a;1;x)=[\Gamma(a)\Gamma(1-a)]^{-1}\int_0^1e^{xt}t^{a-1}(1-t)^{-a}dt$, valid for $0<\operatorname{Re}a<1$ and verified term by term with the beta integral. Push the path upward, where $e^{xt}$ decays, so that it consists of two vertical rays from $t=0$ and $t=1$. Near $t=0$ the ray gives $\Gamma(a)(-x)^{-a}$, and near $t=1$ it gives $e^x\Gamma(1-a)x^{a-1}$. The result continues in $a$:

$${}_1F_1(a;1;x)\simeq\frac{(-x)^{-a}}{\Gamma(1-a)}+\frac{e^xx^{a-1}}{\Gamma(a)},$$

each term with relative corrections of order $1/x$. For $a=-i\eta$ the first term is $(-i)^{i\eta}(k\zeta)^{i\eta}/\Gamma(1+i\eta)$ with $(-i)^{i\eta}=e^{\pi\eta/2}$. Unit modulus of the incident wave, with no constant phase, fixes

$$\psi^+_{\mathbf k}(\mathbf r)=(2\pi)^{-3/2}e^{-\pi\eta/2}\,\Gamma(1+i\eta)\,e^{i\mathbf k\cdot\mathbf r}\,{}_1F_1\big(-i\eta;1;i(kr-\mathbf k\cdot\mathbf r)\big).\tag{15}$$

In the second term, $i^{-i\eta}=e^{\pi\eta/2}$ cancels the prefactor, $1/\Gamma(-i\eta)=-i\eta/\Gamma(1-i\eta)$, and $e^{ikz_\parallel}e^{ik\zeta}=e^{ikr}$. With the on-shell transfer $q_0^2=4k^2\sin^2(\theta/2)$ one has $\zeta=rq_0^2/2k^2$, so $-\eta/(k\zeta)=-2\eta k/(q_0^2r)$ and $(k\zeta)^{-i\eta}=(2kr)^{-i\eta}(4k^2/q_0^2)^{i\eta}$. Thus

$$(2\pi)^{3/2}\psi^+_{\mathbf k}\simeq e^{i\mathbf k\cdot\mathbf r+i\eta\ln k\zeta}+f_C\,\frac{e^{ikr-i\eta\ln2kr}}{r},\qquad f_C=-\frac{2\eta k}{q_0^2}\Big(\frac{4k^2}{q_0^2}\Big)^{i\eta}e^{2i\sigma_0},\tag{16}$$

with $e^{2i\sigma_0}=\Gamma(1+i\eta)/\Gamma(1-i\eta)$, each term being given at leading order for $k\zeta\gg1+\eta^2$. The first correction to the incident wave, of relative size $\eta^2/k\zeta$, also falls as $1/r$, so it must be subtracted together with the incident wave when $f_C$ is extracted from $\psi^+_{\mathbf k}$ numerically. The phase of $f_C$ is defined relative to the logarithms displayed in (16), and $|f_C|^2$ is the Rutherford cross section. The program tests the Schrödinger equation for (15) at a point, extracts $f_C$ from the far field, and compares it with the partial-wave sum $\frac{1}{2ik}\sum(2l+1)e^{2i\sigma_l}P_l$, $\sigma_l=\arg\Gamma(l+1+i\eta)$, which converges for $0<\theta<\pi$ after one multiplication with $1-\cos\theta$; two are used for faster convergence.

The physical half-shell element $\langle\mathbf p'|V|\psi^+_{\mathbf k}\rangle$ needs the Nordsieck integral $J=\int d^3r\,r^{-1}e^{-\lambda r+i\mathbf Q\cdot\mathbf r}\,{}_1F_1(a;1;x)$ with $\mathbf Q=\mathbf k-\mathbf p'$, now $q=|\mathbf Q|$, and $x=i(kr-\mathbf k\cdot\mathbf r)$. Replace the function first by $e^{tx}$ with real $t$. This shifts $\lambda\to\lambda-itk$ and $\mathbf Q\to\mathbf Q-t\mathbf k$ in (1); the $t^2$ terms cancel, leaving

$$\frac{4\pi}{(q^2+\lambda^2)(1-tu)},\qquad u=\frac{2(\mathbf k\cdot\mathbf Q+i\lambda k)}{q^2+\lambda^2}.$$

Comparing powers of $t$, the integral of $x^n$ is $4\pi\,n!\,u^n/(q^2+\lambda^2)$. Inserting the series of ${}_1F_1$ gives $\sum(a)_nu^n/n!=(1-u)^{-a}$ for large $\lambda$, where $|u|<1$. Because $Q^2-2\mathbf k\cdot\mathbf Q=|\mathbf Q-\mathbf k|^2-k^2=p'^2-k^2$, one has $(q^2+\lambda^2)(1-u)=p'^2-(k+i\lambda)^2$. Its imaginary part $-2k\lambda$ is negative for all $\lambda>0$, so the principal power is analytic along the whole way down from large $\lambda$, as is $J$ itself, and

$$J=4\pi\,\frac{[\,p'^2-(k+i\lambda)^2\,]^{i\eta}}{(q^2+\lambda^2)^{1+i\eta}}.$$

The program tests this by two-dimensional quadrature for $p'$ above and below $k$. Multiplying by $\alpha(2\pi)^{-3}$ and the normalisation of (15), and letting $\lambda\to0$,

$$\langle\mathbf p'|V|\psi^+_{\mathbf k}\rangle=\frac{\alpha}{2\pi^2q^2}\,e^{-\pi\eta/2}\,\Gamma(1+i\eta)\Big[\frac{p'^2-k^2-i0}{q^2}\Big]^{i\eta}.\tag{17}$$

This element exists for $p'\ne k$ and still carries the singular factor of the outgoing leg.

## 8. Renormalisation

Define, with the branch of $L$,

$$\Omega(p)=e^{-\pi\eta/2}\,\Gamma(1-i\eta)\Big[\frac{p^2-k^2-i0}{4k^2}\Big]^{i\eta}.\tag{18}$$

It depends on $p$, $k$ and $\eta$, and not on angle. Divide the leading term of (11) by $\Omega(p)$. From (8), $\delta^{i\eta}=e^{-\pi\eta}[(p^2-k^2)/4k^2]^{i\eta}[(p'^2-k^2)/q^2]^{i\eta}$, so the quotient is $V\,e^{-\pi\eta/2}\,\Gamma(1+i\eta)[(p'^2-k^2)/q^2]^{i\eta}$, and $|\Omega|$ is bounded below, so the remainder still vanishes:

$$\lim_{p\to k}\frac{T(\mathbf p',\mathbf p)}{\Omega(p)}=\langle\mathbf p'|V|\psi^+_{\mathbf k}\rangle\qquad(p'\ne k).\tag{19}$$

Divide next by $\Omega(p')$. The exponentials cancel, the gamma functions form $e^{2i\sigma_0}$, the powers leave $(4k^2/q^2)^{i\eta}$, and $-4\pi^2\mu V=-2\eta k/q^2$. Keeping the corrections of (11), the renormalised amplitude $f_{\rm ren}=-4\pi^2\mu T/[\Omega(p)\Omega(p')]$ satisfies

$$\frac{f_{\rm ren}}{f_C}=\Big(\frac{q_0^2}{q^2}\Big)^{1+i\eta}\Big[1+2(1+i\eta)\delta-\frac{2\,\delta^{\,1-i\eta}}{C(1+\eta^2)}+O(\delta^2)\Big]\longrightarrow1.\tag{20}$$

The same function $\Omega$ thus turns (11) into (17) and (17) into (16), and the limits are independent of side and order. Both limits are tested on all side combinations for attraction and repulsion.

The factor has a meaning in time. From $G=G_0+GVG_0$ follows $1+GV=GG_0^{-1}$, so $T|\mathbf p\rangle=V(z-E_p)G(z)|\mathbf p\rangle$ with $E_p=p^2/2\mu$. Take $z=E+i\epsilon$ with $E=E_p$. Since $\int_0^\infty e^{i(z-H)\tau}d\tau=i(z-H)^{-1}$,

$$i\epsilon\,G(E+i\epsilon)|\mathbf p\rangle=\epsilon\int_0^\infty d\tau\,e^{-\epsilon\tau}\,e^{-iH\tau}e^{iH_0\tau}|\mathbf p\rangle,$$

the Abel mean of the operator whose limit is the Møller operator for short-range forces. The following is a stationary-phase argument at leading order in large $\tau$. A packet built from the states (15) sits at time $-\tau$ near $\mathbf r=-\mathbf p\tau/\mu$, where $pr-\mathbf p\cdot\mathbf r=2p^2\tau/\mu=4E\tau$ and the outgoing wave has no stationary point. By (16) each component there is a plane wave times $(4E\tau)^{i\eta}$, the Dollard phase, so $e^{-iH\tau}e^{iH_0\tau}|\mathbf p\rangle\simeq(4E\tau)^{-i\eta}|\psi^+_{\mathbf p}\rangle$. Its Abel mean is

$$\epsilon\int_0^\infty e^{-\epsilon\tau}(4E\tau)^{-i\eta}d\tau=\Gamma(1-i\eta)\Big(\frac{\epsilon}{4E}\Big)^{i\eta}.\tag{21}$$

In (18), $p^2-k^2=-2i\mu\epsilon$ and $4k^2\simeq8\mu E$ give the bracket $-i\epsilon/4E$, and $(-i)^{i\eta}=e^{\pi\eta/2}$ cancels the prefactor, so (21) equals $\Omega$, including the scale $4k^2$. The outgoing leg carries the same factor because $\delta$ is symmetric in $\mathbf p$ and $\mathbf p'$. The program tests (19) and (20) along this complex route, with (21) computed by quadrature. For a general direction of approach, $p^2-k^2=|p^2-k^2|e^{-i\phi}$ with $0\le\phi\le\pi$, the modulus is $|\Omega|=\sqrt C\,e^{-\eta(\pi/2-\phi)}$, and the Abel route is $\phi=\pi/2$.

## 9. Where the result fails

The expansion parameter of (11), and of the bracket in (20), is $\delta$, not the offset. It requires $|p^2-k^2||p'^2-k^2|\ll4k^2q^2$, which is violated near the forward direction when the two offsets are comparable, since $q$ can be as small as $|p-p'|$. The limit 1 in (20) needs in addition $|1+i\eta|\,|q^2/q_0^2-1|\ll1$, where $q^2/q_0^2=pp'/k^2+(p-p')^2/q_0^2$; for $p\ne p'$ this fails at angles where $q_0$ is comparable with $|p-p'|$ or smaller, however small $\delta$ is. The limit in (20) is therefore not uniform in angle and may not be projected on $P_l$. For $p'$ fixed away from $k$, $q\ge|p'-p|$ stays finite and (19) is uniform in angle. At large $|\eta|$, that is at low energy, (20) needs $|\eta\delta|\ll1$ and also $2|\delta|\ll(1+\eta^2)\,Ce^{-\eta\arg\delta}$; on the side with the smallest modulus in (12) the right side falls as $e^{-2\pi|\eta|}$ times a power of $|\eta|$, and the offsets must be correspondingly small. These two conditions control the bracket only; for the prefactor $(q_0^2/q^2)^{1+i\eta}$ to be near 1 one needs also $|\eta|\,|p+p'-2k|\ll k$, which is linear in the offsets. At complex $k$ the term $\delta^\gamma$ dominates $\delta$ only for $\operatorname{Re}\gamma<1$.

## 10. Evaluation

Form $p^2-k^2$ as $(p-k)(p+k)$, and use the same floating-point value in $\delta$ and in $\Omega$. Compute $y=4\delta/(1+s)^2$, which has no cancellation at small $\delta$. At real $k$ on the sides above and below, $\delta$ is negative and lies on the cut, where a library logarithm cannot tell $+\pi$ from $-\pi$; take $\ln y=\ln\delta+2\ln(1+y)$ with $\ln\delta$ from (8). For negative $\delta$, $s>1$ and $-1<y<0$, so $\ln(1+y)$ is real.

The terms of (10) fall as $|y|^n/n^2$. The series is fast for small $|\delta|$ and slow where $|y|\to1$. Above or below the shell, $y\to-1$ when $|\delta|$ becomes large: near the forward direction if $|p-p'|$ is small compared with the offsets, and at any angle if $p$ and $p'$ are both much larger or both much smaller than $k$. On the mixed side, $y\to+1$ when $\delta\to1/4$: near the forward direction ($q_0\ll|p-p'|$) if $|pp'-k^2|\ll k|p-p'|$, because at $\theta=0$ one has $1-4\delta=(pp'-k^2)^2/[k^2(p-p')^2]$, and at any angle if one momentum is much larger and the other much smaller than $k$. As $y\to+1$ the bracket of (10) tends to zero while the factor $(1+y)/(1-y)$ grows, so truncation and rounding errors are amplified and quadrature of (6) is preferable. For direct quadrature of (6) the pole at $-y$ must be avoided. It lies in the half-plane opposite to $\operatorname{Im}\delta$, and the other pole $-1/y$ lies outside the unit disc, so the path $\rho=\sigma e^{i\beta(1-\sigma)}$, $0<\sigma<1$, with $\beta$ of the sign of $\operatorname{Im}\delta$ and $|\beta|<\pi$, crosses neither. At real $k$, where $\operatorname{Im}\delta=0$, the sign of $\beta$ is that of $\arg\delta$ in (8): positive above, negative below, and no bending is needed on the mixed side. The substitution $\sigma=1/(1+e^{-u})$ with equal steps in $u$ resolves the scale $\rho\sim|\delta|$ and turns $\rho^{i\eta}$ into an oscillation of constant frequency at small $\rho$.

## 11. Worked example

Take a spinless nonrelativistic electron on a fixed proton: $\alpha=-1$, $\mu=1$, $k=1\ \text{bohr}^{-1}$, $\theta=90^\circ$, so $\eta=-1$ and $E=0.5$ hartree $=13.6$ eV. Six digits are kept so that an implementation can be compared; replacing the electron mass by the reduced mass at fixed $k$ already changes $|f_C|$ by about one part in 1800 and the cross section by about one part in 900.

On shell $q_0^2=2\ \text{bohr}^{-2}$ and $V=-0.025330$ hartree bohr$^3$. From $\Gamma(1-i)=0.498016+0.154950\,i$, $\sigma_0=0.301640$. In (16) the prefactor is $-2\eta k/q_0^2=1$ bohr and the phase is $\eta\ln2+2\sigma_0=-0.693147+0.603280=-0.089867$, so $f_C=0.995965-0.089746\,i$ bohr, the value also found from the partial-wave sum. The cross section is $1\ \text{bohr}^2/\text{sr}=0.280\ \text{Å}^2/\text{sr}$, and $-f_C/4\pi^2\mu=-0.025228+0.002273\,i$ hartree bohr$^3$.

With $C=0.272029$ and $e^{-\pi\eta}=23.140693$, the moduli (12) are $0.272029\times23.140693=6.29494$, $0.272029$ and $0.272029/23.140693=0.011755$. They are the products of $|\Omega|=2.508972$ above and $0.108423$ below. For equal offsets $s$ (in bohr$^{-1}$), quadrature of (6) gives:

| side | $s$ | $\lvert T/V\rvert$ | $\arg T/V$ | $f_{\rm ren}$ (bohr) |
|---|---|---|---|---|
| above | $10^{-2}$ | 6.294274 | $-2.65285$ | $0.977801-0.068424\,i$ |
| above | $10^{-4}$ | 6.294941 | $0.26437$ | $0.995783-0.089529\,i$ |
| above | $10^{-6}$ | 6.294941 | $-3.09176$ | $0.995963-0.089743\,i$ |
| mixed | $10^{-2}$ | 0.272101 | $-2.66294$ | $0.996120-0.089845\,i$ |
| mixed | $10^{-4}$ | 0.272029 | $0.26427$ | $0.995965-0.089746\,i$ |
| mixed | $10^{-6}$ | 0.272029 | $-3.09176$ | $0.995965-0.089746\,i$ |
| below | $10^{-2}$ | 0.011709 | $-2.67091$ | $1.010380-0.109463\,i$ |
| below | $10^{-4}$ | 0.011755 | $0.26417$ | $0.996146-0.089963\,i$ |
| below | $10^{-6}$ | 0.011755 | $-3.09176$ | $0.995967-0.089748\,i$ |

At leading order in $\delta$ the phase is $\eta\ln|\delta|$ modulo $2\pi$. Above at $s=10^{-4}$, $|\delta|=4.9995\times10^{-9}$ and $19.11393-6\pi=0.26437$; at $s=10^{-6}$, $28.32417-10\pi=-3.09176$. Scaling $s=10^{-4}$ by $e^{-\pi/2}=0.207880$ takes $T/V$ from $6.076234+1.644888\,i$ to $-6.076365-1.644406\,i$.

The deviations at $s=10^{-2}$ follow from (11). Above, $\delta=-4.9506\times10^{-5}$. The bracket changes the modulus by $2\delta\times6.294941=-0.000623$, and the term $-\delta$, projected on the direction of the leading term with $\cos(-2.653)=-0.88$, adds $-0.000044$; the sum is $6.294274$. Below, $\delta=-5.0506\times10^{-5}$, the two changes are $-0.000001$ and $-0.000045$, and $0.011755$ becomes $0.011709$.

The convergence of $f_{\rm ren}$ differs between sides, as (20) predicts. At $90^\circ$, $q^2=p^2+p'^2$. Above and below, $q^2=2(k\pm s)^2$ and the relative error of $f_{\rm ren}$ with respect to $f_C$ is $\mp2s(1+i\eta)/k$ at first order. Above at $s=10^{-4}$ this predicts a shift $f_C\times2\times10^{-4}(-1+i)=-0.000181+0.000217\,i$, against the tabulated $-0.000182+0.000217\,i$. On the mixed side $q^2=2(k^2+s^2)$ has no linear term. There $-(1+i\eta)s^2/k^2$ cancels $2(1+i\eta)\delta$ at this angle, because $\delta\simeq s^2/2k^2$, and the last term of (20) remains, of modulus $|\delta|/C=4.9994\times10^{-5}/0.272029=1.84\times10^{-4}$ at $s=10^{-2}$; the tabulated shift $0.000155-0.000099\,i$ has this modulus. Below at $s=10^{-2}$ the same term is $5.0506\times10^{-5}/0.011755=0.0043$, which accounts for the bulk of the asymmetry between the first and the seventh row.

The bare second Born term above the shell is $i\eta\ln\delta=-\pi\eta+i\eta\ln|\delta|$, printed as $3.141593+19.113928\,i$, $3.141593+28.324169\,i$ and $3.141593+37.534509\,i$ at $s=10^{-4},10^{-6},10^{-8}$. With $m=0.1\ \text{bohr}^{-1}$ the ratio $T_2/V_m$ runs $0.100410+5.279732\,i$, $0.098464+5.279635\,i$, $0.098444+5.279634\,i$, near the leading-logarithm estimate $i\ln200=5.30\,i$.

For the half-shell element at $p'=1.4\ \text{bohr}^{-1}$, $q^2=1+1.96=2.96$, $|V|=0.025330\times2/2.96=0.017115$, and the modulus of (17) is $0.017115\times2.508972=0.04294$. The phase apart from the sign of $\alpha$ is $\sigma_0+\eta\ln(0.96/2.96)=0.30164+1.12601=1.42765$. This gives $-0.006126-0.042502\,i$ hartree bohr$^3$, and $T/\Omega(p)$ at $p=k+10^{-6}$ agrees in all printed digits.

On the Abel route with $\epsilon=10^{-6}$ hartree the factor (21) is $-0.036402+0.520292\,i$, of modulus $0.521564=\sqrt C$, and the amplitude is $0.995991-0.089746\,i$ bohr. It differs from $f_C$ by $2.6\times10^{-5}$ relative to $|f_C|$, more than $\epsilon$ alone suggests. The complex momentum is $k+i\mu\epsilon/k$, so the exponent in (11) is $i\eta+\eta\mu\epsilon/k^2$ while (21) uses the real $\eta$. Here $\delta\simeq\mu^2\epsilon^2/k^2q^2=5\times10^{-13}$, and the extra factor is $1+\epsilon\,\eta\ln\delta=1+28.3\times10^{-6}$. The complex $k^2$ in the denominator of (7) contributes $(1+2i\epsilon)^{-i\eta}=1-2\times10^{-6}$, for a real total of $2.6\times10^{-5}$; the change of $C$ with the complex $\eta$ is imaginary at this order. The error on this route is of order $\epsilon\ln\epsilon$.

The program and its output are printed below.

## Computed values

```
worst Lippmann-Schwinger residual (relative) = 1.4e-11
alpha = -1.0 Eh bohr, mu = 1.0 me, k = 1.0 1/bohr, theta = 90 deg, eta = -1.0
E = 0.5000 Eh = 13.6057 eV
q^2 on shell = 2.000000 1/bohr^2, V = -0.025330 Eh bohr^3
Gamma(1+i eta) = +0.498016+0.154950i, sigma_0 = 0.301640 rad
C = pi eta/sinh(pi eta) = 0.272029, exp(-pi eta) = 23.140693
limit |T/V|: above 6.294941, mixed 0.272029, below 0.011755
|Omega|: p>k 2.508972, p<k 0.108423
side, offset (1/bohr), |delta|, |T/V|, arg(T/V) (rad), eta ln|delta| (rad), f_ren (bohr)
above 1e-02 4.9506e-05 6.294274 -2.65285 9.91341 +0.977801-0.068424i
above 1e-04 4.9995e-09 6.294941 +0.26437 19.11393 +0.995783-0.089529i
above 1e-06 5.0000e-13 6.294941 -3.09176 28.32417 +0.995963-0.089743i
mixed 1e-02 4.9994e-05 0.272101 -2.66294 9.90361 +0.996120-0.089845i
mixed 1e-04 5.0000e-09 0.272029 +0.26427 19.11383 +0.995965-0.089746i
mixed 1e-06 5.0000e-13 0.272029 -3.09176 28.32417 +0.995965-0.089746i
below 1e-02 5.0506e-05 0.011709 -2.67091 9.89341 +1.010380-0.109463i
below 1e-04 5.0005e-09 0.011755 +0.26417 19.11373 +0.996146-0.089963i
below 1e-06 5.0000e-13 0.011755 -3.09176 28.32417 +0.995967-0.089748i
sign-flip scale factor exp(-pi/2|eta|) = 0.207880
above, offset 1.0000e-04 1/bohr: T/V = +6.076234+1.644888i
above, offset 2.0788e-05 1/bohr: T/V = -6.076365-1.644406i
offset 1e-04: T2/V bare +3.141593+19.113928i, m=0.1/bohr +0.100410+5.279732i
offset 1e-06: T2/V bare +3.141593+28.324169i, m=0.1/bohr +0.098464+5.279635i
offset 1e-08: T2/V bare +3.141593+37.534509i, m=0.1/bohr +0.098444+5.279634i
half shell p'=1.4/bohr: <p'|V|psi+> = -0.006126-0.042502i Eh bohr^3
T/Omega(p) at p=k+1e-6/bohr = -0.006126-0.042502i Eh bohr^3
Abel factor at eps=1e-6 Eh = -0.036402+0.520292i, modulus 0.521564
f from Abel route = +0.995991-0.089746i bohr
f from partial waves = +0.995965-0.089746i bohr
f_C closed form = +0.995965-0.089746i bohr, |f_C| = 1.000000 bohr, arg = -0.089867 rad
physical T = -0.025228+0.002273i Eh bohr^3
dsigma/dOmega = 1.000000 bohr^2/sr = 0.280029 angstrom^2/sr
```
